# Entangled photons from a J = 0–1–0 cascade and their CHSH value: verification in Python

```python
"""
Polarization correlations of the two photons of a J = 0-1-0 dipole cascade.

Result under test: opposite photons are in (|xx>+|yy>)/sqrt(2), giving
P(pass,pass) = cos^2(a-b)/2, E = cos 2(a-b) and a CHSH maximum 2 sqrt(2).
With two opposite collection cones of half-angle alpha, q = cos(alpha),
    E = V cos 2(a-b),  V = (A-B)^2 / ((A+B)^2 + 2 C^2),
    A = (5+2q+q^2)/8,  B = (1-q)^2/24,  C = (1-q)(2+q)/6,
and V = 1 - alpha^4/6 + ... for small alpha.
Symbols: a, b analyser angles from a common x axis; A, B, C cone averages of
the squared components of the selected polarization along the analyser, across
it and along the cone axis; eta chance that the partner photon enters the
opposite cone. Ideal lenses turn every ray parallel to the axis by the
smallest rotation. Angles are in radians inside the program.
"""
import itertools
import numpy as np
from scipy.optimize import brentq, minimize

deg = np.pi / 180
root2 = np.sqrt(2)


def cone_nodes(alpha, n_u=10, n_phi=16):
    """Directions and weights (sum 1) uniform in solid angle over a cone."""
    x, w = np.polynomial.legendre.leggauss(n_u)
    q = np.cos(alpha)
    u = q + (1 - q) * (x + 1) / 2
    phi = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
    U, P = np.meshgrid(u, phi, indexing="ij")
    W = np.repeat(w / 2, n_phi) / n_phi
    return U.ravel(), P.ravel(), W


def rotate(v, u, phi):
    """Smallest rotation carrying z to the ray direction, applied to v."""
    n = np.stack([-np.sin(phi), np.cos(phi), 0 * phi], axis=1)
    c = u[:, None]
    s = np.sqrt(np.maximum(0, 1 - c**2))
    return v * c + np.cross(n, v) * s + n * (n @ v)[:, None] * (1 - c)


class ConePair:
    """Ray-by-ray sums over both cones, from the amplitude e1.e2 only."""

    def __init__(self, alpha):
        u, phi, w = cone_nodes(alpha)
        self.w = w
        self.ex = rotate(np.array([1.0, 0, 0]), u, phi)
        self.ey = rotate(np.array([0, 1.0, 0]), u, phi)
        self.k = rotate(np.array([0, 0, 1.0]), u, phi)
        self.fraction = (1 - np.cos(alpha)) / 2

    def selected(self, angle):
        return np.cos(angle) * self.ex + np.sin(angle) * self.ey

    def mean(self, values):
        return self.w @ values @ self.w

    def rate(self, a, b):
        return self.mean((self.selected(a) @ self.selected(b).T) ** 2)

    def outcomes(self, a, b):
        h = np.pi / 2
        r = np.array([self.rate(a, b), self.rate(a + h, b + h),
                      self.rate(a + h, b), self.rate(a, b + h)])
        return r / r.sum()

    def E(self, a, b):
        p = self.outcomes(a, b)
        return p[0] + p[1] - p[2] - p[3]

    def S(self, t):
        a, a2, b, b2 = t
        return self.E(a, b) + self.E(a, b2) + self.E(a2, b) - self.E(a2, b2)

    def eta(self):
        # the full-sphere mean of 1 + cos^2 is 4/3
        return self.fraction * 0.75 * self.mean(1 + (self.k @ self.k.T) ** 2)

    def loss_parts(self):
        """Loss from unequal polarization weights and from frame twist."""
        xx, yy = self.ex @ self.ex.T, self.ey @ self.ey.T
        xy, yx = self.ex @ self.ey.T, self.ey @ self.ex.T
        rot = ((xx + yy) + 1j * (yx - xy)) / 2
        ref = ((xx - yy) + 1j * (xy + yx)) / 2
        norm = self.mean(abs(rot)**2 + abs(ref)**2)
        weights = self.mean(abs(ref)**2) / norm
        twist = self.mean(abs(rot)**2 - (rot**2).real) / norm
        return weights, twist


def abc(alpha):
    q = np.cos(alpha)
    return (5 + 2*q + q*q) / 8, (1 - q)**2 / 24, (1 - q) * (2 + q) / 6


def V_formula(alpha):
    A, B, C = abc(alpha)
    return (A - B)**2 / ((A + B)**2 + 2 * C**2)


def eta_formula(alpha):
    A, B, C = abc(alpha)
    return 0.75 * (1 - np.cos(alpha)) * ((A + B)**2 + 2 * C**2)


# --- Dipole amplitudes from angular integrals over spherical harmonics
u, phi, w = cone_nodes(np.pi)
s = np.sqrt(1 - u**2)
n_vec = np.stack([s * np.cos(phi), s * np.sin(phi), u])
Y0 = np.full(u.size, 1 / np.sqrt(4 * np.pi), dtype=complex)
Y1 = {1: -np.sqrt(3 / (8*np.pi)) * s * np.exp(1j * phi),
      0: np.sqrt(3 / (4*np.pi)) * u + 0j,
      -1: np.sqrt(3 / (8*np.pi)) * s * np.exp(-1j * phi)}
up = {m: 4*np.pi * (n_vec * (Y1[m].conj() * Y0)) @ w for m in Y1}
down = {m: 4*np.pi * (n_vec * (Y0.conj() * Y1[m])) @ w for m in Y1}
tensor = sum(np.outer(up[m], down[m]) for m in Y1)
assert np.allclose(tensor, np.eye(3) / 3, atol=1e-12)

# --- Back-to-back state, coincidence law, and the role of coherence
psi = tensor[:2, :2].reshape(4)
psi = psi / np.linalg.norm(psi)
plus = np.array([1, 1j]) / root2
minus = plus.conj()
jz_state = (np.kron(plus, minus) + np.kron(minus, plus)) / root2
assert abs(abs(np.vdot(jz_state, psi)) - 1) < 1e-12


def lin(t):
    return np.array([np.cos(t), np.sin(t)])


def spin(t):
    return np.outer(lin(t), lin(t)) - np.outer(lin(t + np.pi/2),
                                                lin(t + np.pi/2))


def incoherent(a, b):
    return sum(abs(lin(a) @ up[m][:2])**2 * abs(lin(b) @ down[m][:2])**2
               for m in Y1)


for a, b in [(0.2, 1.1), (0.7, -0.4), (1.3, 1.0)]:
    p = abs(np.kron(lin(a), lin(b)) @ psi)**2
    assert abs(p - np.cos(a - b)**2 / 2) < 1e-12
    corr = np.vdot(psi, np.kron(spin(a), spin(b)) @ psi).real
    assert abs(corr - np.cos(2 * (a - b))) < 1e-12
h = np.pi / 2
inc = np.array([incoherent(0.3, 0.3), incoherent(0.3 + h, 0.3 + h),
                incoherent(0.3 + h, 0.3), incoherent(0.3, 0.3 + h)])
E_incoherent = (inc[0] + inc[1] - inc[2] - inc[3]) / inc.sum()
assert abs(E_incoherent) < 1e-12

# --- CHSH: quantum maximum by diagonalization, local bounds by enumeration
settings = np.array([0, 45, 22.5, -22.5]) * deg
a, a2, b, b2 = settings
bell = (np.kron(spin(a), spin(b) + spin(b2))
        + np.kron(spin(a2), spin(b) - spin(b2)))
values, vectors = np.linalg.eigh(bell)
assert abs(values[-1] - 2 * root2) < 1e-12
assert abs(abs(np.vdot(vectors[:, -1], psi)) - 1) < 1e-12
S_ideal = np.vdot(psi, bell @ psi).real
S_local = max(abs(x*y + x*y2 + x2*y - x2*y2)
              for x, x2, y, y2 in itertools.product([-1, 1], repeat=4))
assert S_local == 2
CH_local = max(x*y + x*y2 + x2*y - x2*y2 - x - y
               for x, x2, y, y2 in itertools.product([0, 1], repeat=4))
assert CH_local == 0

# --- Finite cones: ray sums against the closed forms
for degrees in [5, 30, 60, 90]:
    al = degrees * deg
    pair = ConePair(al)
    e = pair.selected(0.0)
    M = (e.T * pair.w) @ e
    assert np.allclose(M, np.diag(abc(al)), atol=1e-12)
    for x, y in [(0.1, 0.5), (1.2, -0.3), (0.8, 0.8)]:
        assert abs(pair.E(x, y)
                   - V_formula(al) * np.cos(2 * (x - y))) < 1e-11
    assert abs(sum(pair.loss_parts()) - (1 - V_formula(al))) < 1e-11
    assert abs(pair.eta() - eta_formula(al)) < 1e-12
assert abs(ConePair(np.pi).eta() - 1) < 1e-12

# --- Small-cone law and its two parts
small = 0.1
parts_small = np.array(ConePair(small).loss_parts()) / small**4
assert abs(parts_small.sum() * 6 - 1) < 2e-3
assert np.allclose(parts_small, [5/48, 3/48], rtol=1e-2)

# --- Best analyser angles found numerically for a 30 degree cone
alpha = 30 * deg
pair = ConePair(alpha)
S_best = max(-minimize(lambda t: -pair.S(t), start, method="BFGS").fun
             for start in ([0.1, 0.9, 0.3, -0.2], [1.0, 0.2, 0.5, 1.4]))
assert abs(S_best - 2 * root2 * V_formula(alpha)) < 1e-7
assert abs(pair.S(settings) - S_best) < 1e-7

# --- Cone at which the violation vanishes
alpha_c = brentq(lambda t: V_formula(t) - 1 / root2, 0.1, np.pi / 2)
assert abs(ConePair(alpha_c).S(settings) - 2) < 1e-10

# --- Clauser-Horne value with non-detections kept, near its threshold
scan = np.linspace(0.01, np.pi / 2, 300)
assert np.all(np.diff(eta_formula(scan)) > 0)
assert abs(eta_formula(np.pi / 2) - 0.5) < 1e-12


def CH_value(pair, eta):
    """CH combination per pair with partner-collection chance eta."""
    joint = [pair.fraction * eta * pair.outcomes(x, y)[0]
             for x, y in [(a, b), (a, b2), (a2, b), (a2, b2)]]
    single = pair.fraction / 2
    return joint[0] + joint[1] + joint[2] - joint[3] - 2 * single


eta_needed = 4 / (2 + pair.S(settings))
assert CH_value(pair, eta_needed + 1e-4) > 0
assert CH_value(pair, eta_needed - 1e-4) < 0
assert CH_value(pair, pair.eta()) < 0

# --- Report
print("IDEAL BACK-TO-BACK PAIR")
print("amplitudes xx, xy, yx, yy:", np.round(psi.real + 0.0, 6))
print(f"CHSH value S: {S_ideal:.6f}")
print(f"local bound on |S|: {S_local}")
print(f"E at equal angles, incoherent m sum: {abs(E_incoherent):.4f}")
print("EXAMPLE: both cones of half-angle 30 deg")
print("a, a', b, b' (deg):", np.round(settings / deg, 1))
A, B, C = abc(alpha)
print(f"q = cos(alpha): {np.cos(alpha):.6f}")
print(f"A: {A:.6f}")
print(f"B: {B:.6f}")
print(f"C: {C:.6f}")
for name, x, y in [("a,b", a, b), ("a,b'", a, b2),
                   ("a',b", a2, b), ("a',b'", a2, b2)]:
    print(f"{name}: pass-pass fraction {pair.outcomes(x, y)[0]:.6f}, "
          f"E {pair.E(x, y):.6f}")
print(f"V from ray sums: {pair.E(0, 0):.6f}")
print(f"V from closed form: {V_formula(alpha):.6f}")
print(f"S at these settings: {pair.S(settings):.6f}")
print(f"S maximized numerically: {S_best:.6f}")
lw, lt = pair.loss_parts()
print(f"loss 1-V: {lw + lt:.6f}")
print(f"  part from unequal weights: {lw:.6f}")
print(f"  part from frame twist: {lt:.6f}")
print(f"alpha^4/6: {alpha**4 / 6:.6f}")
print(f"cone fraction of full sphere: {pair.fraction:.6f}")
print(f"eta, partner in opposite cone: {pair.eta():.6f}")
print(f"eta needed without fair sampling: {eta_needed:.6f}")
print("SMALL CONE, alpha = 0.1 rad")
print(f"(1-V)/alpha^4: {parts_small.sum():.6f}")
print(f"  unequal weights: {parts_small[0]:.6f}")
print(f"  frame twist: {parts_small[1]:.6f}")
print("TABLE: alpha (deg), V, S, eta")
for degrees in [10, 20, 30, 45, 60, 75, 90]:
    p = ConePair(degrees * deg)
    print(f"{degrees:3d}  {p.E(0, 0):.6f}  {p.S(settings):.6f}  "
          f"{p.eta():.6f}")
print(f"critical half-angle for S = 2: {alpha_c / deg:.3f} deg")
print(f"eta needed for ideal S: {4 / (2 + S_ideal):.6f}")
print("no test failed")
```

Printed output:

```
IDEAL BACK-TO-BACK PAIR
amplitudes xx, xy, yx, yy: [ 0.707107 -0.       -0.        0.707107]
CHSH value S: 2.828427
local bound on |S|: 2
E at equal angles, incoherent m sum: 0.0000
EXAMPLE: both cones of half-angle 30 deg
a, a', b, b' (deg): [  0.   45.   22.5 -22.5]
q = cos(alpha): 0.866025
A: 0.935256
B: 0.000748
C: 0.063996
a,b: pass-pass fraction 0.424580, E 0.698320
a,b': pass-pass fraction 0.424580, E 0.698320
a',b: pass-pass fraction 0.424580, E 0.698320
a',b': pass-pass fraction 0.075420, E -0.698320
V from ray sums: 0.987573
V from closed form: 0.987573
S at these settings: 2.793279
S maximized numerically: 2.793279
loss 1-V: 0.012427
  part from unequal weights: 0.007793
  part from frame twist: 0.004634
alpha^4/6: 0.012527
cone fraction of full sphere: 0.066987
eta, partner in opposite cone: 0.088855
eta needed without fair sampling: 0.834502
SMALL CONE, alpha = 0.1 rad
(1-V)/alpha^4: 0.166698
  unequal weights: 0.104199
  frame twist: 0.062499
TABLE: alpha (deg), V, S, eta
 10  0.999845  2.827989  0.011224
 20  0.997526  2.821430  0.042676
 30  0.987573  2.793279  0.088855
 45  0.940002  2.658728  0.173120
 60  0.832725  2.355302  0.267578
 75  0.674865  1.908806  0.375508
 90  0.510417  1.443676  0.500000
critical half-angle for S = 2: 72.132 deg
eta needed for ideal S: 0.828427
no test failed
```
